\section*{Does ion range limit plasma damage depth in porous low-k films?}

\section*{Question}

I am looking at a porous organosilicate dielectric exposed to an oxygen plasma. Its pore walls carry methyl groups, which keep water out and the permittivity low. The plasma removes them, and I want to estimate how deep this damage goes.

My reasoning was as follows. The ions are the energetic species, with about 200 eV each. The neutral oxygen atoms are at room temperature, with a few hundredths of an electronvolt. An ion of 200 eV stops within a few nanometres of solid, so the damaged layer should be a few nanometres thick, and a lower ion energy should make it thinner. Is that right? If not, what sets the depth, and how far must a repair treatment reach?

\section*{Answer}

Your estimate of the ion range is sound, but it does not bound the methyl loss. Removing a methyl group is a chemical reaction, and an oxygen atom can carry it out at thermal energy. The depth then depends on how far such atoms travel through the pores before they are lost. If the pores are connected and open to the plasma, and if loss at a wall hit is rare, that distance can be many times the ion range. If either condition fails, the advantage shrinks or disappears. Both distances can be calculated in a simple model.

\subsection*{How far the ions go}

Treat the ion and the film atoms as hard spheres of equal mass, with an energy-independent cross-section $\sigma$ and $N$ atoms per volume. The mean free path is $\lambda=1/(N\sigma)$. In a collision with an atom at rest, the centre of mass moves at half the ion speed $w$, and the ion moves at $w/2$ relative to it, before and after. If $\Theta$ is the scattering angle in the centre-of-mass frame, adding the two velocities gives
\begin{equation}
\frac{E'}{E}=\frac{1}{w^2}\,\frac{w^2}{4}\,(2+2\cos\Theta)=\frac{1+\cos\Theta}{2}.
\end{equation}
Hard spheres scatter isotropically in this frame, so $\cos\Theta$ is uniform on $[-1,1]$ and $r=E'/E$ is uniform on $[0,1]$.

Each collision therefore raises $y=\ln(E_0/E)$ by $-\ln r$. Since $P(-\ln r>q)=P(r<e^{-q})=e^{-q}$, these steps are exponentially distributed with mean 1. The values of $y$ reached in successive collisions form a Poisson process of unit rate. On average $\ln(E_0/E_c)$ collisions leave the ion above a cutoff $E_c$, and one more takes it below. Each collision ends one free flight, so the mean path is
\begin{equation}
\langle \ell_{\rm ion}\rangle=\lambda\left[1+\ln\frac{E_0}{E_c}\right].
\end{equation}

I take $N=40\ \mathrm{nm^{-3}}$ (pores included), $\sigma=0.025\ \mathrm{nm^2}$, $E_0=200$ eV and $E_c=5$ eV, below which an ion is no longer counted as damaging. These are round model values. Then $\lambda=1.00$ nm and the mean path is $1.00\times(1+\ln 40)=4.69$ nm. Simulated tracks give 4.68 nm.

Because the tracks bend, the mean greatest depth is smaller, 2.9 nm. Individual paths fluctuate, so some ions go deeper than the mean path: 99\% of all ions stay within about 9.3 nm (sampling uncertainty about 0.1 nm). Tracks that cross the surface are continued as if there were film outside, which can only overstate these depths. Recoiling film atoms are left out. They carry damage deeper than the ion itself, so these are depths of the ions and not limits for all collision damage. If recoils are followed down to 5 eV in the same hard-sphere model, with no binding energy, the deepest particle of a cascade reaches about 10 nm on average and about 19 nm at the 99\% level.

In this model the dependence on energy is weak: doubling $E_0$ adds only $\lambda\ln 2\approx0.7$ nm to the mean path. This follows from the energy-independent cross-section. For real ions the effective cross-section falls as the energy rises, so the range grows faster than this.

\subsection*{How radicals move in a pore}

Take a cylindrical pore of diameter $d=2$ nm. At 300 K and 10 Pa, with a molecular collision diameter of 0.3 nm, the mean free path in the gas is about 1 mm. A radical in the pore therefore flies from wall to wall without meeting other gas particles. I assume that the wall re-emits it diffusely, with probability $\cos\theta_n\,d\Omega/\pi$, where $\theta_n$ is the angle from the local normal.

Let $\psi$ be the angle between the flight and the pore axis, and $\alpha$ the angle from the normal within the cross-section. Then $\cos\theta_n=\sin\psi\cos\alpha$ and $d\Omega=\sin\psi\,d\psi\,d\alpha$. Seen along the axis, the flight is a chord of length $d\cos\alpha$, so the axial displacement is $z=d\cos\alpha\cot\psi$. The factors $\sin^2\psi$ cancel in the mean square:
\begin{align}
\langle z^2\rangle
&=\frac{d^2}{\pi}\int_{-\pi/2}^{\pi/2}\cos^3\alpha\,d\alpha\int_0^{\pi}\cos^2\psi\,d\psi \nonumber\\
&=\frac{d^2}{\pi}\cdot\frac43\cdot\frac{\pi}{2}=\frac{2d^2}{3}.
\end{align}

The mean flight time follows from counting wall hits. A gas of density $n$ and mean speed $v=\sqrt{8k_BT/(\pi m)}$ strikes unit wall area at the rate $nv/4$. A cylinder has wall area $4/d$ per unit volume. The hit rate per radical is thus $(v/4)(4/d)=v/d$, and the mean time between hits is $d/v$. Successive axial displacements are uncorrelated, because the wall erases the memory of direction and both signs of $z$ are equally likely. The diffusion coefficient along the pore is
\begin{equation}
D_{\rm pore}=\frac{\langle z^2\rangle}{2(d/v)}=\frac{dv}{3}.
\end{equation}

In the film, a pore at angle $\beta$ to the surface normal contributes only $z\cos\beta$ to the motion in depth. For pores in all directions with equal weight, $\langle\cos^2\beta\rangle=1/3$. I write $D=dv/(3\tau)$ with tortuosity factor $\tau=3$; this neglects constrictions and the detailed shape of junctions. It also requires that a radical changes pore direction many times over the depths of interest. Long straight pores at different tilts each have their own profile, and no single $D$ describes them.

For oxygen atoms $v=630$ m/s, which gives $D_{\rm pore}=4.20\times10^{-7}\ \mathrm{m^2/s}$ and $D=1.40\times10^{-7}\ \mathrm{m^2/s}$. Simulated flights give $4.14\times10^{-7}\ \mathrm{m^2/s}$ along the pore, within the 5\% tolerance of that test.

\subsection*{The penetration length}

Suppose first that each wall hit removes the radical with a fixed probability $g$. The loss rate per radical is $gv/d$. Let $x$ be the depth below the surface and $n$ the radical density within the pore volume. In the steady state
\begin{equation}
\frac{dv}{3\tau}\,\frac{d^2n}{dx^2}=\frac{gv}{d}\,n .
\end{equation}
Porosity would multiply both sides and so drops out. The solution that stays finite deep inside is $n=n_0e^{-x/L}$, with
\begin{equation}
L^2=\frac{dv}{3\tau}\cdot\frac{d}{gv}=\frac{d^2}{3\tau g},
\qquad L=\frac{d}{\sqrt{3\tau g}} .
\label{eq:L}
\end{equation}
The speed has cancelled: a faster radical diffuses faster but also hits the wall more often. Temperature and mass can then enter only through $g$. What counts is the number of wall hits a radical makes up to and including the one that removes it, on average $1/g$, and not the energy.

For $g=0.001$ and $d=2$ nm, $L=2/\sqrt{9\times0.001}=21.1$ nm. As a test, radicals were followed hit by hit until lost, through pores that take a new random direction with probability 0.2 per hit. If their final displacements follow $e^{-|z|/L}/(2L)$, the mean square is $2L^2$; the walk gives $L=21.2$ nm in this way. The fraction ending beyond one length is 0.356, against $e^{-1}=0.368$. Part of this difference is systematic: with flights of finite length the law is not exactly exponential, and the exact fraction for this walk is 0.360. The rest is sampling noise.

\subsection*{Methyl loss changes the radical supply}

Equation~\eqref{eq:L} is not yet the damage depth. A radical that removes a methyl group is used up, and a wall stripped of methyl consumes fewer radicals. Damage near the surface therefore opens the way for damage further in.

Let $\theta(x,t)$ be the fraction of methyl groups left and $s$ their initial number per wall area. At each hit a radical recombines with probability $g_r$, or removes one methyl group with probability $g_m\theta$. One radical is spent per methyl group; a reaction needing several would slow the damage. I assume a constant density $n_0$ at the pore mouths and a film much thicker than the damaged layer. Damage by photons, and sealing of the surface by ions, are left out. Then
\begin{align}
\frac{\partial n}{\partial t}&=D\frac{\partial^2n}{\partial x^2}-\frac{v}{d}\,(g_r+g_m\theta)\,n,
\label{eq:n}\\
\frac{\partial\theta}{\partial t}&=-a\,n\,\theta,\qquad a=\frac{g_mv}{4s}.
\label{eq:theta}
\end{align}
The second equation is the hit rate $nv/4$ per wall area, times $g_m\theta$, divided by $s$.

The radical profile settles within a few times $d/(g_rv)=2\ \mathrm{nm}/(0.001\times630\ \mathrm{m/s})\approx3$ ns. (In the numerical output this time is given in microseconds and rounds to 0.00.) Methyl loss at the surface takes about a second for the values below. The left side of \eqref{eq:n} can therefore be set to zero.

Now define the accumulated dose $u(x,t)=a\int_0^t n\,dt'$. Equation~\eqref{eq:theta} gives $\theta=e^{-u}$, since $\theta=1$ at the start. Multiply the steady form of \eqref{eq:n} by $a$ and integrate over time. The methyl term needs
\begin{equation}
\int_0^t a\,n\,\theta\,dt'=-\int_0^t\frac{\partial\theta}{\partial t'}\,dt'=1-\theta=1-e^{-u}.
\end{equation}
Dividing by $D$ and using $(v/d)/D=3\tau/d^2$, we obtain an equation in depth alone:
\begin{equation}
\frac{\partial^2u}{\partial x^2}=\frac{3\tau}{d^2}\left[g_ru+g_m(1-e^{-u})\right].
\label{eq:u}
\end{equation}
Time enters through the surface value $u_0=a n_0t$.

Multiply \eqref{eq:u} by $2\,\partial u/\partial x$. The left side becomes the derivative of $(\partial u/\partial x)^2$, and the right side can be integrated with respect to $u$:
\begin{equation}
\left(\frac{\partial u}{\partial x}\right)^2=\frac{3\tau}{d^2}\left[g_ru^2+2g_m(u-1+e^{-u})\right].
\end{equation}
The integration constant is zero because $u$ and its slope vanish deep inside, where the bracket vanishes too. The dose falls with depth, so we take the negative root, separate variables and integrate from the surface, where $u=u_0$, to the depth where $u=-\ln\theta$:
\begin{equation}
x(\theta)=\frac{d}{\sqrt{3\tau}}\int_{-\ln\theta}^{u_0}\frac{du}{\sqrt{g_ru^2+2g_m(u-1+e^{-u})}} .
\label{eq:depth}
\end{equation}
I call $x(1/2)$ the damage depth. It exists once $u_0>\ln2$; before that, even the surface keeps more than half of its methyl.

\subsection*{Numbers for a 30 s exposure}

Take $g_r=g_m=0.001$, $s=2\ \mathrm{nm^{-2}}$ and $n_0=10^{19}\ \mathrm{m^{-3}}=10^{-8}\ \mathrm{nm^{-3}}$, again as round model values. The radical flux on the wall at a pore mouth is
\begin{equation}
\frac{n_0v}{4}=\frac{10^{-8}\times6.301\times10^{11}}{4}\approx1575\ \mathrm{nm^{-2}\,s^{-1}} .
\end{equation}
The surface removal rate is $an_0=0.001\times1575/2=0.788\ \mathrm{s^{-1}}$, so $u_0=0.788\times30\approx23.6$. Equation~\eqref{eq:depth} then gives:

\begin{center}
\begin{tabular}{cc}
Methyl fraction left & Depth (nm)\\
0.1 & 44\\
0.5 & 63\\
0.9 & 92
\end{tabular}
\end{center}

The damage depth of 63 nm is nearly seven times the depth that contains 99\% of the ions, and about three times the corresponding depth when recoils are included. The depths were tested against a direct time-dependent solution of \eqref{eq:n} and \eqref{eq:theta}, with $\partial n/\partial t$ retained. The two agree to about 0.01 nm for these three fractions. This confirms the solution of the diffusion equations, not the diffusion model. With wall-to-wall flights, a new pore direction at every hit and $n_0$ taken as the gas density outside, the depths are 42, 62 and 92 nm. For straight pores at random tilts they are 10, 52 and 108 nm.

The half-loss value can be checked by hand. For $g_r=g_m$, the expression under the root is $g_r$ times
\begin{equation}
u^2+2(u-1+e^{-u})=(u+1)^2-3+2e^{-u}.
\end{equation}
For $u>0$ the last two terms together are negative. Dropping them makes the denominator too large and the integral too small, which leaves a lower bound:
\begin{equation}
x(1/2)>21.1\ \mathrm{nm}\times\ln\frac{23.6+1}{0.693+1}\approx56\ \mathrm{nm}.
\end{equation}
The depth exceeds the recombination length $L_r=d/\sqrt{3\tau g_r}=21.1$ nm because the surface dose is far above the $\ln2$ needed for half loss. Even after strong attenuation, enough radicals arrive deep inside.

The inner edge is gradual. Where $u\ll1$, $u-1+e^{-u}\approx u^2/2$, and the root in \eqref{eq:depth} becomes $u\sqrt{g_r+g_m}$. In the diffusion model, the dose then decays exponentially with the length for a fresh film, $d/\sqrt{3\tau(g_r+g_m)}=14.9$ nm. There is no sharp boundary between damaged and intact material.

\subsection*{How the depth grows with time}

Two limits show what controls the growth.

\textbf{No recombination.} Set $g_r=0$ and let $u_0$ be large. Over most of the range $u-1+e^{-u}\approx u$, so
\begin{equation}
x\approx\frac{d}{\sqrt{3\tau}}\int_0^{u_0}\frac{du}{\sqrt{2g_mu}}
=d\sqrt{\frac{2u_0}{3\tau g_m}}
=d\sqrt{\frac{vn_0t}{6\tau s}} .
\end{equation}
The last form uses $u_0=g_mvn_0t/(4s)$. The probability $g_m$ has cancelled. Stripped walls consume no radicals, so the rate is set by diffusion through the stripped layer to the methyl groups that remain. The depth grows as $\sqrt t$. At $u_0=10^4$ the full integral is 0.999 times this law.

\textbf{With recombination.} At large $u$ the term $g_ru^2$ dominates, and the integrand tends to $1/(\sqrt{g_r}\,u)$. Doubling the time doubles $u_0$ and adds
\begin{equation}
\Delta x\approx\frac{d}{\sqrt{3\tau g_r}}\int_{u_0}^{2u_0}\frac{du}{u}=L_r\ln2=14.6\ \mathrm{nm}.
\end{equation}
Growth is now logarithmic, because radicals recombine even on stripped walls. In the example the depth is 42 nm after 10 s, 63 nm after 30 s and 78 nm after 60 s. The last doubling adds 14.2 nm, already close to the limit.

\subsection*{When the ion range is a fair guide after all}

If the pores are sealed from the plasma, radicals cannot enter and the calculation does not apply. If pores are connected over a short distance only, radical damage ends where the connection ends.

Strong recombination also matters. With $g_r=0.1$ and everything else unchanged, $L_r$ is 2.1 nm and the half-loss depth falls to roughly 7 nm. This radical depth is rough, because diffusion is a poor description when $L_r$ is about one pore diameter; wall-to-wall flights in turning pores give about 6.5 nm. That is still more than the mean ion depth of 2.9 nm, but less than the 9.3 nm that contains 99\% of the ions and less than the depth reached by recoils in this model.

\subsection*{What this means for process and repair}

Lowering the ion energy shortens the ion tracks. At fixed radical density it does nothing to the depth in \eqref{eq:depth}, which contains no ion energy. This holds within the model only: in a real film ions can densify or seal the surface and so change the radical supply, and photons can remove methyl as well. In this model, radical damage is reduced by a smaller dose $n_0t$, narrower or less connected pores, or stronger recombination on the walls.

A repair treatment has to reach well past the ion range. Even the half-loss depth of 63 nm is not the end of the damage: in the example, a tenth of the methyl is still missing at 92 nm. The repair molecule faces the same kind of transport problem. If it is small compared with the pore and is lost with a fixed probability $g$ per hit, \eqref{eq:L} applies to it too. For its penetration length to equal 63 nm, it needs
\begin{equation}
g=\frac{d^2}{3\tau L^2}=\frac{2^2}{9\times63^2}\approx1.1\times10^{-4}.
\end{equation}
A molecule that reacts more readily is held up near the surface at first. If it is consumed only by filling damaged sites, those sites saturate and later molecules pass further in, as in the case without recombination. A molecule comparable in size to the pore moves less freely than this estimate assumes.

So your picture holds for the ions. The step that fails is the one from ``most energetic'' to ``deepest acting'': an ion stops within a few nanometres of film, while a thermal radical with $g=0.001$ survives about a thousand wall hits and can still react at the end.

\section*{Computed results}
\begin{verbatim}
Pore diameter: 2.0 nm; tortuosity factor: 3.0
Recombination probability per hit: 0.0010
Methyl-removal probability per hit: 0.0010
Methyl density on pore wall: 2.0 nm^-2
Temperature: 300 K; pressure: 10 Pa
Radical density at pore mouths: 1.0e+19 m^-3
Gas collision diameter: 0.3 nm
Gas mean free path: 1.04 mm
Ion energy: 200 eV; cutoff: 5 eV
Film atom density: 40 nm^-3
Ion collision cross-section: 0.025 nm^2
Ion mean free path: 1.00 nm
Ion mean path, formula: 4.69 nm
Ion mean path, tracks: 4.68 nm
Ion mean greatest depth: 2.85 nm
Depth not exceeded by 99% of ions: 9.30 nm
Mean radical speed: 630.1 m/s
D along pore, formula: 4.201e-07 m^2/s
D along pore, flights: 4.136e-07 m^2/s
D along film normal: 1.400e-07 m^2/s
Recombination length, formula: 21.08 nm
Recombination length, walk: 21.19 nm
Mean wall hits before recombination, walk: 992
Walk fraction beyond one length: 0.356
Exponential-law fraction: 0.368
Length in fresh film: 14.91 nm
Radical settling time: 0.00 microseconds
Radical flux on wall at mouth: 1575.2 nm^-2 s^-1
Surface methyl-removal rate: 0.7876 s^-1
Exposure: 30 s; surface dose u0: 23.63
Depth at methyl fraction 0.1, integral: 43.91 nm
Depth at methyl fraction 0.1, time solution: 43.91 nm
Depth at methyl fraction 0.5, integral: 63.47 nm
Depth at methyl fraction 0.5, time solution: 63.47 nm
Depth at methyl fraction 0.9, integral: 92.24 nm
Depth at methyl fraction 0.9, time solution: 92.25 nm
Half-loss depth after 10 s, integral: 41.77 nm
Half-loss depth after 10 s, time solution: 41.78 nm
Half-loss depth after 60 s, integral: 77.67 nm
Half-loss depth after 60 s, time solution: 77.67 nm
Half-loss depth / 99% ion depth: 6.82
Late gain per time doubling, integral: 14.61 nm
Late gain per time doubling, limit: 14.61 nm
No recombination, u0 = 10000, depth / root law: 0.9988
Strong recombination probability: 0.1
Its recombination length: 2.11 nm
Its half-loss depth (rough): 7.4 nm
\end{verbatim}
